# The OEP exchange potential of a slowly varying electron gas: verification in Python

```python
"""
Result under test: in the long-wavelength limit the exchange-only OEP potential
of an electron gas is the Fock self-energy at the Fermi surface, -kF/pi
(atomic units), up to one global constant fixed by v_x = d(E_x/V)/dn.
Symbols: kF Fermi wave number, n density, sigma(k) Fock self-energy,
q wave number of a slow modulation, v_x local exchange potential.
The ring model is one-dimensional, with interaction w(q) = exp(-q^2/4),
mean kF = 1 and N electrons per spin; it solves the OEP equation in full.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

pi = np.pi


def sigma(k, kF=1.0):
    """Closed form of the Fock self-energy of the three-dimensional gas."""
    y = k / kF
    if y == 0:
        return -2 * kF / pi
    if y == 1:
        return -kF / pi
    log_term = np.log(abs((1 + y) / (1 - y)))
    return -kF / pi * (1 + (1 - y * y) / (2 * y) * log_term)


def sigma_by_integration(k):
    """Coulomb integral over the Fermi sphere (kF = 1), radial quadrature."""
    def shell(p):
        return p * np.log((k + p) / abs(k - p))
    edges = [0.0, k, 1.0] if k < 1 else [0.0, 1.0]
    total = sum(quad(shell, a, b)[0] for a, b in zip(edges[:-1], edges[1:]))
    return -total / (pi * k)


for k in (0.3, 0.5, 1.0, 1.5):
    assert abs(sigma_by_integration(k) - sigma(k)) < 1e-6


# Exchange energy per volume from the real-space density matrix.
def hole_integrand(y):
    if y < 1e-3:
        return y / 9
    j1 = np.sin(y) / y**2 - np.cos(y) / y
    return j1**2 / y


hole_integral = sum(quad(hole_integrand, a, a + 10)[0]
                    for a in range(0, 400, 10))


def exchange_energy_density(n):
    kF = (3 * pi**2 * n) ** (1 / 3)
    return -9 * pi * n**2 / kF**2 * hole_integral


n_unit = 1 / (3 * pi**2)          # density at kF = 1
step = 1e-3 * n_unit
slope = (exchange_energy_density(n_unit + step)
         - exchange_energy_density(n_unit - step)) / (2 * step)
# The tolerance covers the cut of the real-space integral at kF*s = 400.
assert abs(slope / sigma(1.0) - 1) < 1e-4
assert abs(exchange_energy_density(n_unit) * 4 * pi**3 + 1) < 1e-4

sea_average = 3 * quad(lambda k: k * k * sigma(k), 0, 1)[0]
assert abs(sea_average + 1.5 / pi) < 1e-6


# Static response at wave number q: weight of each |k| (kF = 1).
def shell_average(q):
    def weight(k):
        c0 = abs(k * k + q * q / 4 - 1) / (k * q)
        return -k / q * np.log(c0)
    edges = [1 - q / 2, np.sqrt(1 - q * q / 4), 1.0, 1 + q / 2]
    pairs = list(zip(edges[:-1], edges[1:]))
    norm = sum(quad(weight, a, b)[0] for a, b in pairs)
    moment = sum(quad(lambda k: weight(k) * sigma(k), a, b)[0]
                 for a, b in pairs)
    return norm, moment / norm


probe = {}
for q in (0.5, 0.1, 0.02):
    norm, probe[q] = shell_average(q)
    x = q / 2
    lindhard = 0.5 + (1 - x * x) / (4 * x) * np.log((1 + x) / (1 - x))
    assert abs(norm - lindhard) < 1e-5
assert abs(probe[0.02] / sigma(1.0) - 1) < 1e-3


# Full OEP solution on a ring with one slow cosine potential.
def interaction(q):
    return np.exp(-q * q / 4)


def ring_oep(N, amplitude=0.15, harmonics=6):
    length, q = pi * N, 2 / N
    top = (N - 1) // 2 + 25
    G = np.arange(-top, top + 1)
    size = len(G)
    distance = abs(G[:, None] - G[None, :])
    cosine = [0.5 * (distance == m) for m in range(1, harmonics + 1)]
    energy, coeff = eigh(np.diag((q * G) ** 2 / 2) + amplitude * cosine[0])
    occ, empty = coeff[:, :N], coeff[:, N:]
    gamma = occ @ occ.T
    fock = np.zeros((size, size))
    for s in range(size):
        strength = interaction(s * q) / length
        fock[s:, s:] -= strength * gamma[:size - s, :size - s]
        if s > 0:
            fock[:size - s, :size - s] -= strength * gamma[s:, s:]
    gaps = energy[:N, None] - energy[None, N:]
    pairs = [occ.T @ c @ empty for c in cosine]
    fock_pairs = occ.T @ fock @ empty
    response = np.array([[np.sum(a * b / gaps) for b in pairs] for a in pairs])
    source = np.array([np.sum(a * fock_pairs / gaps) for a in pairs])
    v_m = np.linalg.solve(response, source)
    angle = 2 * pi * np.arange(64) / 64
    v_oep = sum(v * np.cos((m + 1) * angle) for m, v in enumerate(v_m))
    waves = np.exp(1j * np.outer(angle, G)) @ occ
    density = np.sum(abs(waves) ** 2, axis=1) / length
    fermi, sea = [], []
    for width in 2 * pi * density:        # local 2 kF
        fermi.append(-quad(interaction, 0, width)[0] / (2 * pi))
        sea.append(-quad(lambda t: (width - t) * interaction(t),
                         0, width)[0] / (pi * width))
    fermi = np.array(fermi) - np.mean(fermi)
    sea = np.array(sea) - np.mean(sea)
    span = np.ptp(fermi)
    return (np.max(abs(v_oep - fermi)) / span,
            np.max(abs(v_oep - sea)) / span,
            np.ptp(density) / np.mean(density))


small_ring = ring_oep(15)
large_ring = ring_oep(45)
assert large_ring[0] < 0.01
assert large_ring[0] < small_ring[0]
assert large_ring[1] > 0.2        # the Fermi-sea average must fail

# Worked example in eV and angstrom.
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10      # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2


def fermi_wave_number(n):
    return (3 * pi**2 * n) ** (1 / 3)


n0 = 0.05
kF = fermi_wave_number(n0)
scale = coulomb * kF
v_x = scale * sigma(1.0)
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.4f} eV angstrom")
print(f"density: {n0:.3f} angstrom^-3")
print(f"Fermi wave number: {kF:.4f} angstrom^-1")
print(f"Fermi energy, kinetic: {kinetic * kF**2:.3f} eV")
for y in (0.0, 0.5, 1.0, 1.5):
    print(f"self-energy at k/kF = {y:.1f}: {scale * sigma(y):.3f} eV")
print(f"self-energy at kF by integration: "
      f"{scale * sigma_by_integration(1.0):.3f} eV")
print(f"OEP potential -kF/pi: {v_x:.3f} eV")
print(f"OEP potential, converted: {v_x / hartree:.4f} hartree")
print(f"d(E_x/V)/dn, numerical: {scale * slope:.3f} eV")
print(f"Fermi-sea average of self-energy: {scale * sea_average:.3f} eV")
for q, value in probe.items():
    print(f"probe average at q/kF = {q:.2f}: {scale * value:.4f} eV")
print(f"limit of probe average: {v_x:.4f} eV")
v_pair = []
for n in (0.04, 0.06):
    v_pair.append(coulomb * sigma(1.0) * fermi_wave_number(n))
    print(f"OEP potential at density {n:.2f} angstrom^-3: "
          f"{v_pair[-1]:.3f} eV")
print(f"difference, denser minus thinner: {v_pair[1] - v_pair[0]:.3f} eV")
for N, result in ((15, small_ring), (45, large_ring)):
    print(f"ring, electrons per spin: {N}")
    print(f"  density swing / mean density: {100 * result[2]:.1f} %")
    print(f"  OEP minus Fermi-point form, max / swing: "
          f"{100 * result[0]:.3f} %")
    print(f"  OEP minus Fermi-sea average, max / swing: "
          f"{100 * result[1]:.1f} %")
print("checks complete")
```

Running it gives:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
density: 0.050 angstrom^-3
Fermi wave number: 1.1397 angstrom^-1
Fermi energy, kinetic: 4.949 eV
self-energy at k/kF = 0.0: -10.448 eV
self-energy at k/kF = 0.5: -9.528 eV
self-energy at k/kF = 1.0: -5.224 eV
self-energy at k/kF = 1.5: -1.721 eV
self-energy at kF by integration: -5.224 eV
OEP potential -kF/pi: -5.224 eV
OEP potential, converted: -0.1920 hartree
d(E_x/V)/dn, numerical: -5.224 eV
Fermi-sea average of self-energy: -7.836 eV
probe average at q/kF = 0.50: -5.5086 eV
probe average at q/kF = 0.10: -5.2417 eV
probe average at q/kF = 0.02: -5.2249 eV
limit of probe average: -5.2239 eV
OEP potential at density 0.04 angstrom^-3: -4.849 eV
OEP potential at density 0.06 angstrom^-3: -5.551 eV
difference, denser minus thinner: -0.702 eV
ring, electrons per spin: 15
  density swing / mean density: 30.2 %
  OEP minus Fermi-point form, max / swing: 0.018 %
  OEP minus Fermi-sea average, max / swing: 35.0 %
ring, electrons per spin: 45
  density swing / mean density: 30.2 %
  OEP minus Fermi-point form, max / swing: 0.002 %
  OEP minus Fermi-sea average, max / swing: 35.0 %
checks complete
```
